# Why More States at the Fermi Level Need Not Improve Conduction

**Q:** Conduction in a metal is carried by electrons near the Fermi level. Palladium has roughly eight times as many states there, per atom, as copper. More carriers should mean more current, so I expect palladium to be the better conductor. Yet its room-temperature resistivity is roughly 11 µΩ cm against roughly 1.7 for copper. What spoils it?

**A:** Your first sentence is sound. The trouble is in treating each state as a fixed amount of current. Let us see how much a state contributes.

Take a cubic crystal with inversion symmetry in a weak field $F$ along $x$. The electron charge is $-e$, the band energy is $\varepsilon$ and the velocity is $v_x=\partial\varepsilon/\partial(\hbar k_x)$. The field drives $\hbar\dot k_x=-eF$. Write the occupation as $f=f_0(\varepsilon)+\delta f$, where $f_0$ is the Fermi function, and suppose for now that collisions remove $\delta f$ at the rate $1/\tau$. In the steady state, to first order in $F$,

$$\dot k_x\frac{\partial f_0}{\partial k_x}=-eF\,v_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{\delta f}{\tau},$$

so that

$$\delta f=-eF\,v_x\tau\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

The bracket is positive and peaked at the Fermi level, so the response does sit there, as you said. The current density sums $-ev_x\,\delta f$ over all states per volume. The two minus signs cancel, leaving $e^2Fv_x^2\tau$ for each state in the peak. Cubic symmetry replaces $v_x^2$ by $v^2/3$ on average. If the Fermi surface has several sheets $n$, then

$$\sigma=\frac{e^2}{3}\sum_n g_n\langle v^2\rangle_n\tau_n ,\qquad(1)$$

where $g_n$ is the density of states (DOS) of sheet $n$ per volume, both spins counted. I have treated $g_n$, $v$ and $\tau$ as constant across the thermal peak.

Your expectation would be right if $\langle v^2\rangle\tau$ were the same in both metals. It is not a constant of nature, and in a metal with narrow d bands it shrinks for the same reasons that the DOS grows.

**Q:** Why should velocity care about the number of states?

**A:** Because d orbitals are compact. They overlap weakly with their neighbours, which makes their bands narrow. Narrow a band by a factor $s<1$, so that $\varepsilon(\mathbf k)$ becomes $s\,\varepsilon(\mathbf k)$, and hold the filling fixed. The same $\mathbf k$ states stay occupied, so the Fermi surface does not move. The states are squeezed into a smaller energy range, and the slope of the band falls:

$$g\to g/s,\qquad v\to s\,v,\qquad g\langle v^2\rangle\to s\,g\langle v^2\rangle .$$

A band five times narrower has five times the DOS but one fifth of the product that enters the conductivity. The velocity wins because it is squared: once because fast electrons carry more current, and once because the field changes their energy faster.

**Q:** That product must have a meaning of its own.

**A:** It is the Drude weight, $D=\sum_n g_n\langle v^2\rangle_n/3$. Write it as an integral over the Brillouin zone, with a factor 2 for spin, and use $v_x\,\partial f_0/\partial\varepsilon=\partial f_0/\partial(\hbar k_x)$:

$$D=2\int\!\frac{d^3k}{(2\pi)^3}\,v_x^2\left(-\frac{\partial f_0}{\partial\varepsilon}\right)
=-2\int\!\frac{d^3k}{(2\pi)^3}\,v_x\frac{\partial f_0}{\partial(\hbar k_x)} .$$

Integrate by parts. The boundary term vanishes because the bands are periodic in $\mathbf k$, and

$$D=2\int\!\frac{d^3k}{(2\pi)^3}\,f_0\,\frac{\partial^2\varepsilon}{\partial(\hbar k_x)^2}.$$

This is the sum of inverse masses over occupied states. For a parabolic band it is $n/m$, with $n$ the electron density. At fixed density, a heavier parabolic band has a larger DOS and a smaller $D$.

**Q:** Still, palladium also has s-like electrons. If I add slow d states to them, I add a poor conductor in parallel with a good one. The total should go up, if only slightly.

**A:** It would, if the two did not interact. But an empty d state is also a place into which an s electron can be scattered.

In a crystal of $N_c$ atoms, let the mean squared matrix element between a state on sheet $n$ and one on sheet $m$ be $W_{nm}/N_c$. Let $N_m$ be the DOS of sheet $m$ per atom and per spin, so the crystal offers $N_cN_m$ final states per energy for a collision that conserves spin. The golden rule multiplies the two, $N_c$ cancels, and

$$\frac{\hbar}{\tau_n}=2\pi\sum_m W_{nm}N_m .\qquad(2)$$

The energy change in a collision is taken as small, which suits phonon scattering near room temperature. Each added final state shortens the lifetime if its matrix element is not zero.

**Q:** Equation (2) counts departures. Electrons also arrive from other states. Doesn't that undo part of the damage?

**A:** It can. The full collision term for a state $\mathbf k$ is a sum over final states $\mathbf k'$ of a rate times $\delta f_{\mathbf k}-\delta f_{\mathbf k'}$. Suppose the rate depends on the two sheets but not on the directions of $\mathbf k$ and $\mathbf k'$. Then the arrivals from each sheet are proportional to the sum of $\delta f_{\mathbf k'}$ over that sheet. Since $\delta f\propto v_x$, and inversion pairs every $v_x$ with $-v_x$, this sum is zero. The lifetime in (2) is then the one needed in (1). If scattering favours final states whose velocity points nearly the same way, arrivals matter and the current lasts longer.

**Q:** Then let me try the simplest case. Suppose all the matrix elements are equal.

**A:** Call them $W$, and let $V$ be the volume per atom and $N=\sum_nN_n$. Then $g_n=2N_n/V$, and every sheet has $\tau=\hbar/(2\pi WN)$. Let $\langle v^2\rangle$ without a subscript be the average over all states at the Fermi level, so that $\sum_nN_n\langle v^2\rangle_n=N\langle v^2\rangle$. Equation (1) becomes

$$\sigma=\frac{e^2}{3}\,\frac{2N\langle v^2\rangle}{V}\,\frac{\hbar}{2\pi WN}
=\frac{e^2\hbar\langle v^2\rangle}{3\pi WV}.\qquad(3)$$

The total DOS has cancelled. Each new state adds a carrier and a scattering channel in equal proportion. At fixed $W$ and $V$, what remains is how fast the average state moves. Fixed $W$ is a real condition. If phonons scatter by modulating the same hopping that sets the bandwidth, narrowing the band by $s$ at fixed atomic displacements scales $W$ by $s^2$, just like $\langle v^2\rangle$, and $\sigma$ does not change. Narrowing alone therefore does not settle the resistivity; the matrix elements must be known too.

**Q:** So slow states always hurt?

**A:** No, that would replace one false rule by another. Keep the s sheet, the volume and the matrix elements fixed, and add a d sheet. Define

$$r=\frac{N_d}{N_s},\quad u=\frac{\langle v^2\rangle_d}{\langle v^2\rangle_s},\quad a=\frac{W_{sd}}{W_{ss}},\quad b=\frac{W_{dd}}{W_{ss}} .$$

Before the addition, the s scattering rate is proportional to $W_{ss}N_s$. Afterwards the two rates are proportional to

$$W_{ss}N_s+W_{sd}N_d=W_{ss}N_s(1+ar),$$
$$W_{sd}N_s+W_{dd}N_d=W_{ss}N_s(a+br).$$

The d sheet has $ru$ times the Drude weight of the s sheet. Dividing each weight by its rate gives

$$\frac{\sigma_{\rm after}}{\sigma_{\rm before}}=\frac{1}{1+ar}+\frac{ru}{a+br}.\qquad(4)$$

The first term is the damaged s current and the second is the new d current. The sum is below 1 when

$$\frac{ru}{a+br}<1-\frac1{1+ar}=\frac{ar}{1+ar}.$$

Divide by $r$ and multiply by the two denominators, all positive:

$$u(1+ar)<a(a+br).\qquad(5)$$

For $a=b=1$ this is $u<1$: slower states hurt, faster ones help, in agreement with (3). If s and d do not scatter into each other, $a=0$, and (4) gives $1+u/b$. That is your parallel conductor, and it helps. If the d states are immobile, $u=0$, they act purely as traps and leave $1/(1+ar)$.

There is also the limit of very many d states. If $a$ and $b$ are not zero, then as $r\to\infty$ the s term dies out and (4) tends to $u/b$. The DOS grows without limit, yet the conductivity settles at a finite value, because the d electrons then scatter mostly among themselves.

**Q:** Put numbers on it for copper and palladium.

**A:** I will use two model metals at 300 K, with round values in the rough range of the real ones. "Speed" means root-mean-square speed, and the DOS counts both spins.

| | Copper-like | Palladium-like s | Palladium-like d |
|---|---|---|---|
| DOS (1/eV per atom) | 0.30 | 0.35 | 2.00 |
| Speed (10⁶ m/s) | 1.10 | 0.60 | 0.30 |

The atomic volumes are 0.012 and 0.015 nm³. I take $W_{ss}=0.020$ eV² in both metals and $W_{sd}=W_{dd}=0.010$ eV². These matrix elements were chosen to give resistivities of realistic size, so the resistivities below illustrate the mechanism and do not predict it.

Equation (2) needs the DOS per spin, half of the table's values. For the copper-like metal,

$$\hbar/\tau=2\pi(0.020)(0.15)=0.0188\ \text{eV},\qquad \tau=34.9\ \text{fs}.$$

For the palladium-like metal,

$$\hbar/\tau_s=2\pi(0.020\times0.175+0.010\times1.00)=0.0848\ \text{eV},$$
$$\hbar/\tau_d=2\pi(0.010\times0.175+0.010\times1.00)=0.0738\ \text{eV},$$

or 7.8 and 8.9 fs. Without the d states the s width would be $2\pi(0.0035)=0.0220$ eV, so they make the s electrons scatter almost four times as often, even with the weaker matrix element.

The copper-like metal has one sheet, so (3) applies. Since $e^2/(1\ \text{eV})^2=1/(1\ \text{V})^2$,

$$\sigma=\frac{(1.055\times10^{-34}\,\text{J s})(1.10\times10^{6}\,\text{m/s})^2}{3\pi(0.020\,\text{V}^2)(1.2\times10^{-29}\,\text{m}^3)}=5.64\times10^{7}\ \text{S/m},$$

which is 1.77 µΩ cm. The sum (1) for the palladium-like metal gives 10.9 µΩ cm, about 6.1 times as much.

**Q:** How much of that is slowness, and how much is scattering?

**A:** Go from the copper-like to the palladium-like metal one factor at a time. The states per volume rise by

$$\frac{2.35/0.015}{0.30/0.012}=6.27 .$$

The mean squared velocity changes by

$$\frac{(0.35\times0.60^2+2.00\times0.30^2)/2.35}{1.10^2}=0.108 .$$

Their product is 0.674. The slowness has more than used up the extra states: with copper's lifetime, the palladium-like metal would have a resistivity $1/0.674\approx1.5$ times as large. The rest is scattering. Averaged with the Drude weights of the two sheets, its lifetime is 4.14 times shorter, and $4.14/0.674=6.1$.

**Q:** Then the d electrons are dead weight, and the s electrons carry the current?

**A:** Not in this model. The contributions to (1) are in the ratio

$$d:s=(2.00\times0.30^2\times8.92):(0.35\times0.60^2\times7.76),$$

so the d sheet carries 62% of the current. There are enough slow electrons to matter. The share depends strongly on the chosen speeds and matrix elements, so do not read it as a prediction for real palladium.

**Q:** Now I am confused. They carry most of the current, and yet they harm conduction?

**A:** Both can be true, because the first asks who carries the current now and the second asks what would happen without them. Here $r=5.71$, $u=0.25$ and $a=b=0.50$. Equation (4) gives

$$\frac{1}{1+2.86}+\frac{5.71\times0.25}{0.50+2.86}=0.259+0.426=0.685 .$$

The d states cut the s current to about a quarter of its former value and return less than they took. With the d sheet removed and all else held fixed, the resistivity would be 7.45 µΩ cm instead of 10.9. This is a thought experiment, since no real metal is palladium with that one sheet deleted.

The verdict is not beyond dispute either. By (5) it reverses when $u$ exceeds 0.435, that is, when the d speed exceeds $0.40\times10^6$ m/s instead of the chosen 0.30. It also reverses if $W_{dd}$ is less than half its chosen value, with the rest unchanged. And if $W_{sd}$ were zero, the same d states would raise the conductivity by a factor $1+0.25/0.50=1.5$. The comparison with copper is less delicate. At the threshold speed the palladium-like metal would still have 7.45 µΩ cm, and with $W_{sd}=0$ it would have $7.45/1.5\approx5.0$, both well above the copper-like 1.77. The margin does shrink if $W_{dd}$ is made small: with $W_{dd}\to0$ alone, (4) gives 2.4 µΩ cm, and with $W_{sd}=0$ and $W_{dd}$ a tenth of its chosen value it gives $7.45/6\approx1.2$, below the copper-like metal.

**Q:** How far should I trust this for the real metals?

**A:** Trust the mechanism more than the digits. The DOS values and resistivities are close to the rough real ones, the latter by choice. Real sheets are not described by one speed each, and I have left out spin–orbit coupling and the exchange enhancement of palladium.

Some omissions can be sized. Suppose the scattering rate carries a factor $1+c\cos\theta$, with $\theta$ the angle between the two velocities. Solving the collision equations numerically with arrivals included, for $c=+0.5$ and $c=-0.5$, gives 1.5 and 2.1 µΩ cm for the copper-like metal and 9.1 and 12.6 for the palladium-like one. If $c$ is the same in both, their ratio stays near 6.

Palladium's Fermi level lies close to the top of its d bands. With 0.40 d holes per atom and a parabolic band top, the DOS rises as the square root of the depth below the top, so the holes number $\tfrac23\times2.00\,\Delta$ and the depth is $\Delta=0.30$ eV. The parabola serves only to set this rough energy scale: a single spherical pocket with these numbers would have a Fermi speed of $0.10\times10^6$ m/s, not the 0.30 in the table, so it is not a full picture of the d sheet. The d-state width $\hbar/\tau_d=0.074$ eV is a quarter of $\Delta$, which is smaller but not by a wide margin, so treating the d states as sharp is an approximation. Collisions between electrons have a crude width scale $(\pi k_BT)^2/\Delta=0.022$ eV, with $k_BT=0.0259$ eV. That is some 30% of the d width, though not every such collision degrades the current. The formula also leaves out the strength of the interaction, whose square enters the true rate, so it gives a scale for comparison and not a computed width.

**Q:** I work on chip wiring. Does the factor of six survive in a thin film?

**A:** Not with rough surfaces, once the thickness is comparable to copper's mean free path or smaller. The mean free path $\ell=v\tau$ is 38 nm in the copper-like metal, but 4.7 and 2.7 nm on the palladium-like s and d sheets. The long path that makes copper good also makes it sensitive to surfaces.

Take a film of thickness $L$ whose surfaces scatter diffusely, with the current along the film. An electron leaves a surface with $\delta f=0$. If its direction makes an angle with cosine $\mu$ to the film normal, then at distance $z$ from that surface $\delta f$ has recovered to a fraction $1-e^{-z/(\ell\mu)}$ of its bulk value. Averaging over $z$ gives $1-(\mu/\kappa)(1-e^{-\kappa/\mu})$, with $\kappa=L/\ell$. The current along the film weights directions by $\tfrac32(1-\mu^2)$ for $0<\mu<1$, which integrates to 1. For each sheet,

$$\frac{\sigma_{\rm film}}{\sigma}=1-\frac{3}{2\kappa}\int_0^1(\mu-\mu^3)\left(1-e^{-\kappa/\mu}\right)d\mu .$$

At $L=20$ nm, numerical integration gives 3.3 µΩ cm for the copper-like film and 11.6 for the palladium-like one. The ratio falls from 6.1 to 3.5. Real lines also have grain boundaries, side walls and liners, which this leaves out. The copper-like film still conducts better at 20 nm, but the bulk ratio should not be carried over to narrow wires.

**Q:** So when I see a high DOS at the Fermi level, what may I conclude about conduction?

**A:** Nothing yet. Ask how fast those states move, how strongly the other carriers scatter into them, and how strongly they scatter among themselves.
